# Thermionic Emission over a Schottky Barrier and Its Zero-Bias Contact Resistance, part 2

Electrons pass between an n-type semiconductor and a metal over a barrier whose top lies $\phi_B$ above the metal Fermi level. We want the current density $J$ at voltage $V$ (positive in forward bias) and the specific contact resistance $\rho_c=(dJ/dV)^{-1}$ at $V=0$.

The bulk band edge lies $\phi_n$ above the semiconductor Fermi level. Both $\phi_B$ and $\phi_n$ are energies, and $\psi=(\phi_B-\phi_n)/q$ is the built-in potential. Here $q>0$ is the elementary charge, $k_B$ Boltzmann's constant, $T$ the temperature, $\hbar=h/2\pi$ with $h$ Planck's constant, and $m_0$ the free-electron mass. Each conduction-band valley has mass $m_x$ along the contact normal and $m_y$, $m_z$ in the contact plane.

The model assumes Maxwellian occupation at and above the top, and:

- **A3 (flat supply).** Electrons moving toward the metal carry the Fermi level of the semiconductor bulk right up to the top; those from the metal carry the metal's.
- **A4 (crossing).** The in-plane wave vector is conserved. An electron crosses if its energy of motion along the normal exceeds the top, and otherwise turns back. Every semiconductor state above the top has a matching metal state.

It gives

$$J(V)=A^*T^2e^{-\phi_B(V)/k_BT}\left(e^{qV/k_BT}-1\right),\qquad A^*=\frac{4\pi qk_B^2}{h^3}\sum_{\text{valleys}}\sqrt{m_ym_z},$$

$$\rho_c=\frac{k_BT}{qJ_0}=\frac{k_B}{qA^*T}\,e^{\phi_B(0)/k_BT},\qquad J_0=A^*T^2e^{-\phi_B(0)/k_BT},$$

where $J_0$ is the one-way current at zero bias. A barrier that moves smoothly with bias leaves $\rho_c$ unchanged, because its effect on the two opposite fluxes cancels to first order at $V=0$. For a barrier independent of temperature, the activation energy of $\rho_c$ is $\phi_B+k_BT$.

One valley has the effective density of states and emission velocity

$$N_i=2\left(\frac{2\pi k_BT}{h^2}\right)^{3/2}\sqrt{m_xm_ym_z},\qquad v_i=\sqrt{\frac{k_BT}{2\pi m_x}}.$$

Two earlier checks reappear in the final numerical list. Applying the crossing condition to total instead of normal kinetic energy would overstate the zero-bias flux by $1+q\psi/k_BT$. The flux from a free-electron metal was also found not to depend on the metal's mass.

**Remark 5 (Fermi statistics).** With Fermi occupation $f$, the derivative of the net current with respect to $qV$ at zero bias contains $-\partial f/\partial E$ in place of $e^{-E/k_BT}/k_BT$. Let $a$ be the energy of normal motion above the Fermi level and $t$ the in-plane energy, both divided by $k_BT$, and let $b=\phi_B/k_BT$. With $f(a)=1/(1+e^a)$, the conductance is proportional to

$$\int_b^\infty da\int_0^\infty dt\left[-f'(a+t)\right]=\int_b^\infty \frac{da}{1+e^a}=\ln\left(1+e^{-b}\right).$$

The last step uses the antiderivative $-\ln(1+e^{-a})$. Maxwell's distribution gives $e^{-b}$. For large $b$ the ratio of the two is $1-e^{-b}/2$, so the Maxwellian formula gives slightly too low a resistance. At 300 K the Fermi correction to the conductance reaches 1% when the barrier is as low as 0.101 eV.

### Tungsten on lightly doped silicon

Consider tungsten on n-type (100) silicon at 300 K, doped as in a Schottky diode. The inputs are rough typical values: a barrier of 0.67 eV, a donor density $N_D=10^{15}\ \text{cm}^{-3}$, a relative permittivity of 11.7, a mobility of 1400 cm²/Vs, and valley masses of 0.92 (long axis) and 0.19 (short axes) in units of $m_0$.

Silicon has six valleys. Two have their long axis along the normal and show the mass 0.19 in both in-plane directions. The other four have the long axis in the plane. The sum is

$$2\sqrt{0.19\times0.19}+4\sqrt{0.92\times0.19}=0.380+1.672=2.052 .$$

One valley of free-electron mass would give 120.17 A/cm²K². Hence $A^*=120.17\times2.052=246.6$ A/cm²K².

With $k_BT=25.852$ meV, $\phi_B/k_BT=25.917$. The one-way current is

$$J_0=246.6\times300^2\times e^{-25.917}=1.23\times10^{-4}\ \text{A/cm}^2 .$$

A quadrature over the wave vectors of all six valleys gives the same current to the five digits printed. The resistance follows as

$$\rho_c=\frac{0.025852\ \text{V}}{1.2325\times10^{-4}\ \text{A/cm}^2}\simeq210\ \Omega\,\text{cm}^2 .$$

A square contact 100 µm on a side has an area of $10^{-4}$ cm² and a resistance of 2.1 MΩ. At a forward bias of 0.1 V and fixed barrier, the current density is $5.8\times10^{-3}$ A/cm². Ohm's law with $\rho_c$ would give $0.1/210=4.8\times10^{-4}$ A/cm², twelve times less. This contact is a rectifier, and $\rho_c$ describes the first few millivolts of its characteristic.

With the barrier held at 0.67 eV, $\rho_c$ is $4.5\times10^4$ Ω cm² at 250 K, 4.4 at 350 K and 0.24 at 400 K. These are values of the formula alone. On heating, the mobility of silicon falls and the field in the barrier weakens, so the resistance of the depletion layer, estimated below, grows relative to $\rho_c$. By 400 K it is comparable with $\rho_c$, as is the series resistance of a substrate half a millimetre thick, and assumption A3 no longer holds well. The activation energy found from the integrated flux near 300 K is 0.696 eV, equal to $\phi_B+k_BT$. An error of 10 meV in the barrier changes $\rho_c$ by a factor of 1.47, so the third digit of $\rho_c$ has no meaning for a real diode. The Fermi correction, $3\times10^{-12}$, is negligible.

### The depletion layer

The remaining corrections depend on the field in the barrier region. Let $w$ be the width of the layer emptied of electrons, $s$ the distance from the metal, and $\epsilon$ the permittivity. The layer is taken to end abruptly. The electrons near its edge, which this neglects, lower the field at the metal by a fraction of about $k_BT/2q\psi$, some 3% in this example. The fixed charge density $qN_D$ gives a field of magnitude $F(s)=qN_D(w-s)/\epsilon$. Its integral from 0 to $w$ is the built-in potential, $\psi=qN_Dw^2/2\epsilon$. Hence

$$w=\sqrt{\frac{2\epsilon\psi}{qN_D}},\qquad F\equiv F(0)=\frac{qN_Dw}{\epsilon}=\frac{2\psi}{w},$$

and the band edge lies at $U(s)=q\psi(1-s/w)^2$ above its bulk value.

The bulk density is $N_D=N_Ce^{-\phi_n/k_BT}$ if all donors are ionised. Here $N_C=2.74\times10^{19}\ \text{cm}^{-3}$ is the sum of the valley densities $N_i$. This gives $\phi_n=k_BT\ln(N_C/N_D)=0.264$ eV and $\psi=0.406$ V. The layer is 724 nm wide, and the field at the metal is 0.0112 MV/cm.

### Image force

An electron at distance $s$ from the metal is attracted by its image charge, which adds the energy $-q^2/(16\pi\epsilon s)$. Near the metal the field is nearly uniform, and the band edge lies below the sharp top by

$$qFs+\frac{q^2}{16\pi\epsilon s}.$$

The new top is where this sum is least. Setting its derivative to zero gives $qF=q^2/(16\pi\epsilon s_m^2)$, so $s_m=\sqrt{q/(16\pi\epsilon F)}$. The two terms are then equal, and the lowering is

$$\Delta\phi=2qFs_m=q\sqrt{\frac{4F^2q}{16\pi\epsilon F}}=q\sqrt{\frac{qF}{4\pi\epsilon}} .$$

For this contact it is 11.7 meV. If 0.67 eV is the barrier without rounding, the true top is lower by this amount, and the resistance falls to 133 Ω cm². If 0.67 eV was inferred from a current, it already contains the lowering, and the correction must not be made twice.

The lowering depends on bias, since $F$ grows with reverse voltage. The numerical slope of $J(V)$ at zero bias, taken with this moving barrier, gives 133.18 Ω cm². The formula with the zero-bias barrier gives the same value, which tests the cancellation proved above. Away from zero bias the motion shows: at $-0.5$ V the reverse current is 1.106 times the one-way current at zero bias.

### Tunnelling

An electron whose energy of normal motion $E$, counted from the bulk band edge, lies below the top can tunnel with a probability of roughly $e^{-S}$, where, in the semiclassical (WKB) approximation,

$$S=\frac2\hbar\int\sqrt{2m_x[U(s)-E]}\,ds$$

over the stretch where $U>E$. At the bottom of the bulk band, $E=0$, and the sharp barrier gives

$$S=\frac{2\sqrt{2m_xq\psi}}{\hbar}\int_0^w\left(1-\frac sw\right)ds=\frac{\sqrt{2m_xq\psi}\;w}{\hbar}=\frac{q\psi}{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N_D}{m_x\epsilon}} .$$

The last form follows on inserting $w$. Climbing the hill costs the exponent $q\psi/k_BT$, and tunnelling at its foot costs $q\psi/E_{00}$. The ratio $E_{00}/k_BT$ therefore compares the two routes. Here it is 0.015 for the light mass, and tunnelling at the foot is negligible.

Just below a sharp top the barrier is thin, and tunnelling matters more. At depth $\delta$ below the top the barrier is nearly a triangle of base $\delta/qF$, and

$$S\simeq\frac{2\sqrt{2m_x}}{\hbar}\int_0^{\delta/qF}\sqrt{\delta-qFs}\;ds=\frac{4\sqrt{2m_x}\,\delta^{3/2}}{3\hbar qF}=\frac{2\,\delta^{3/2}}{3E_{00}\sqrt{q\psi}} .$$

The last step uses $qF=2q\psi/w$ and $\sqrt{2m_x}\,w/\hbar=\sqrt{q\psi}/E_{00}$. With $E_{00}=0.0152\times25.85=0.39$ meV, $S$ reaches one at $\delta\simeq5$ meV, about a fifth of $k_BT$. Integrating $e^{-S}$ with the Boltzmann weight over all energies below the sharp top, valley by valley, raises the current by a factor of 1.19, in line with this depth.

The image force and tunnelling are not independent. The levels within 5 meV of the sharp top lie above the top once it is lowered by 11.7 meV. The integration was therefore repeated for the rounded barrier. The table gives the gain in current, which is also the factor by which $\rho_c$ falls, with $\phi_B$, $T$ and the masses held fixed.

| $N_D$ (cm⁻³) | $E_{00}/k_BT$ | image force | with tunnelling |
|---|---|---|---|
| $10^{15}$ | 0.015 | 1.57 | 1.69 |
| $10^{16}$ | 0.048 | 2.30 | 2.76 |
| $10^{17}$ | 0.15 | 4.59 | 7.6 |
| $10^{18}$ | 0.48 | 16 | 91 |

For the example the two effects together bring the resistance to about 120 Ω cm². These are estimates, since the calculation lets every electron above the top pass and uses $e^{-S}$ up to the top itself. Quantum reflection at the steep drop toward the metal is left out. It can lower the current by a factor of about two, enough to cancel the whole gain at $10^{15}\ \text{cm}^{-3}$. At $10^{18}\ \text{cm}^{-3}$ the formula without corrections is wrong by nearly two decades in this model.

### Resistance of the depletion layer

Assumption A3 ignores the voltage needed to bring electrons through the depleted region. Near equilibrium a slice $ds$ with electron density $n$ and mobility $\mu$ adds $ds/(q\mu n)$ to the resistance times area. Since $n=N_De^{-U/k_BT}$,

$$\rho_{\text{layer}}=\int_0^w\frac{ds}{q\mu N_D}\,e^{U(s)/k_BT} .$$

The integrand is largest at the metal, where the density is $n_0=N_Ce^{-\phi_B/k_BT}$, and it decays over the length $k_BT/qF\simeq23$ nm. Hence $\rho_{\text{layer}}\simeq(k_BT/q)/(q\mu Fn_0)$. Writing $J_0=qn_0v$, where $v$ is the emission velocity averaged over the density, gives $\rho_c=(k_BT/q)/(qn_0v)$. The ratio is

$$\frac{\rho_{\text{layer}}}{\rho_c}\simeq\frac{v}{\mu F}=\frac{5.05\times10^6\ \text{cm/s}}{1400\times1.12\times10^4\ \text{cm/s}}=0.32 .$$

The full integral gives 0.333, or 70 Ω cm². It is larger because the field weakens away from the metal. Taken at face value, this would make the total for the sharp barrier about 280 Ω cm². This correction opposes the previous two, and their joint effect was not computed. The estimate also treats motion over 23 nm as drift and diffusion, which requires a mean free path well below that length. This condition is not met here. The mass that governs the mobility is the harmonic mean of the three valley masses, $m\simeq0.26\,m_0$, so the time between collisions is $\mu m/q\simeq0.2$ ps. At a thermal speed of about $2\times10^7$ cm/s the free path is about 40 nm. The layer resistance found above is therefore only a rough indication.

### Beside real contacts

For a lightly doped tungsten–silicon diode, the model should give the order of magnitude if the barrier is known and nearly uniform over the area. Where patches conduct independently and their barriers have a Gaussian spread $\sigma$ about the mean, averaging $e^{-\phi_B/k_BT}$ multiplies the current by $e^{\sigma^2/2(k_BT)^2}$, which is 6.5 for $\sigma=50$ meV at 300 K. Quantum reflection above the top, scattering by phonons back into the semiconductor, and variation of the barrier over the area are left out. Reflection and backscattering lower the effective $A^*$; if they halve it, $\rho_c$ doubles. Assumption A4 matters as well. The four valleys with their long axis in the plane supply $1.672/2.052=81\%$ of $A^*$, and they are centred at in-plane wave vectors where the metal must have states. If it had none, $\rho_c$ would rise by a factor of $2.052/0.380=5.4$.

A contact in an integrated circuit is a different case. It needs roughly $10^{-8}$ Ω cm² or less, some ten decades below the example. In the thermionic formula at 300 K the prefactor $k_B/(qA^*T)$ is $1.2\times10^{-9}$ Ω cm², so this target would require a barrier near $k_BT\ln(10^{-8}/1.165\times10^{-9})\simeq0.06$ eV. Real contacts to silicon reach it with much higher barriers by doping the surface to a few times $10^{20}\ \text{cm}^{-3}$. Already at $10^{20}\ \text{cm}^{-3}$, $E_{00}/k_BT=4.8$ for the light mass, and tunnelling carries the current. The assumption that breaks is that no electron crosses below the top. With $\phi_B$ taken as the top already lowered by the image force, and $A^*$ as an effective value that includes reflection and backscattering, the formula for $\rho_c$ gives an estimate where $E_{00}\ll k_BT$, the barrier is several $k_BT$ high and uniform to within a fraction of $k_BT$, and $\mu F$ is well above the emission velocity. The numerical output below lists the values for this example.

## Calculated quantities

```
Temperature: 300 K;  kT: 25.852 meV
Barrier phi_B: 0.67 eV;  phi_B/kT: 25.917
Doping: 1.0e+15 cm^-3;  relative permittivity: 11.7
Masses, long and transverse: 0.92, 0.19 m0
Mobility: 1400 cm^2/Vs
A for one free-mass valley: 120.17 A/cm^2K^2
Sum over valleys of sqrt(my mz): 2.0524 m0
A* for (100) silicon: 246.6 A/cm^2K^2
Effective density of states N_C: 2.744e+19 cm^-3
Bulk band edge above Fermi level: 0.2642 eV
Built-in potential: 0.4058 V;  divided by kT/q: 15.697
One-way current at zero bias: 1.2325e-04 A/cm^2
Same by k-space quadrature: 1.2325e-04 A/cm^2
Net current at 0.1 V, fixed barrier: 5.7750e-03 A/cm^2
Specific contact resistance: 209.7 ohm cm^2
Prefactor k/(q A* T): 1.165e-09 ohm cm^2
Resistance, 100 um square contact: 2.10 Mohm
Contact resistance at 250 K: 4.49e+04 ohm cm^2
Contact resistance at 350 K: 4.43 ohm cm^2
Contact resistance at 400 K: 0.241 ohm cm^2
Activation energy from direct flux: 0.6959 eV
phi_B + kT: 0.6959 eV
Flux error factor if total energy is used: 16.70
Metal-side flux / formula, metal mass 1 and 2 m0: 1.000000, 1.000000
Depletion width: 724 nm
Field at the metal: 0.0112 MV/cm
Image-force lowering: 11.74 meV
Resistance from slope, moving barrier: 133.18 ohm cm^2
Formula with lowered zero-bias barrier: 133.18 ohm cm^2
Reverse current at -0.5 V / zero-bias one-way: 1.106
Tunnelling gain, no image force: 1.192
Doping (cm^-3), E00/kT, gain by image force, gain with tunnelling:
  1e+15  0.0152  1.574  1.689
  1e+16  0.0482  2.301  2.759
  1e+17  0.1523  4.593  7.573
  1e+18  0.4817  16.056  90.741
E00/kT at 1e20 cm^-3: 4.82
Resistance with image force and tunnelling: 124.2 ohm cm^2
Depletion-layer resistance: 69.9 ohm cm^2
Depletion-layer / contact resistance: 0.333
Mean emission velocity: 5.049e+06 cm/s
Resistance factor for +10 meV of barrier: 1.472
Fermi correction to conductance, this barrier: 2.8e-12
Barrier where Fermi correction is 1%: 0.101 eV
```
